\section*{Test-Particle Monte Carlo for Free Molecular Transmission Through a Short Tube}

\section{A tube whose wall absorbs everything}

Let a dilute gas enter a circular tube of radius $R$ and length $L=2R$. The far side is empty, and for the moment every particle that touches the wall stays there. Particles do not collide with one another, so the transmitted particles are those whose straight path joins the two open ends. Their fraction follows from geometry.

The gas in front of the tube is in equilibrium, and $\Phi$ is the number of particles crossing unit area per unit time from one side. The rate through an area $dA$ into a solid angle $d\Omega$, at angle $\theta$ to the normal, is
\begin{equation}
 \Phi\,\frac{\cos\theta}{\pi}\,d\Omega\,dA .
 \label{cosine}
\end{equation}
The factor $\cos\theta$ is the projected area, and $1/\pi$ normalizes the hemisphere. A second element $dA_2$ at distance $d$ subtends $d\Omega=\cos\theta_2\,dA_2/d^2$. The rate from $dA_1$ to $dA_2$ is therefore $\Phi\cos\theta_1\cos\theta_2\,dA_1dA_2/(\pi d^2)$.

Take two coaxial discs of radius $R$ a distance $s$ apart. Their rims lie on one sphere of radius
\begin{equation}
 \rho=\sqrt{R^2+s^2/4}.
\end{equation}
Each disc closes off a spherical cap of height $\rho-s/2$ and area $A_c=2\pi\rho(\rho-s/2)$. A line from one cap to the other crosses both discs, and a line through both discs meets both caps, so the caps may replace the discs in the count. A chord of the sphere makes the same angle $\theta$ with the normals at its two ends and has length $d=2\rho\cos\theta$. Hence
\begin{equation}
 \frac{\cos^2\theta}{\pi d^2}=\frac{1}{4\pi\rho^2},
\end{equation}
which is the same for all pairs of points. The exchange rate is $\Phi A_c^2/(4\pi\rho^2)=\Phi\pi(\rho-s/2)^2$. Division by the entry rate $\Phi\pi R^2$ gives the direct passage probability
\begin{equation}
 F(s)=\frac{(\rho-s/2)^2}{R^2}.
 \label{F}
\end{equation}
For $s=L=2R$ we have $\rho=\sqrt2\,R$ and $F=(\sqrt2-1)^2=3-2\sqrt2=0.171573$. A wall that returns particles can only add to this number.

\section{The problem with a diffuse wall}

Now let no particle stick. Each impact is followed by re-emission from the same point with the directional law \eqref{cosine} about the inward normal, independently of the incoming direction. There is no surface diffusion and no reaction. The transmission probability $W$ is the fraction of entering particles that finally leave through the far end. Particle speeds affect the duration of a flight but not its path, so temperature and mass drop out, and $W$ depends on $L/R$ alone. Atomic units would serve no purpose here; lengths are given in units of $R$.

The claim to be established is that $W$ rounds to $0.514$ for $L=2R$, and that a simulation reproduces this within a known statistical error.

\section{Sampling the flights}

\subsection{Directions}

With $d\Omega=\sin\theta\,d\theta\,d\varphi$, integration of \eqref{cosine} over $\varphi$ gives the polar density $2\sin\theta\cos\theta$, and
\begin{equation}
 P(\theta'<\theta)=\int_0^\theta 2\sin\theta'\cos\theta'\,d\theta'=\sin^2\theta .
\end{equation}
If $u$ and $v$ are independent and uniform on $(0,1)$, the choice $\sin^2\theta=u$, $\varphi=2\pi v$ reproduces the law.

\subsection{A three-dimensional tracer}

A particle at $(x,y,z)$ with unit direction $(d_x,d_y,d_z)$ meets the cylinder when $(x+td_x)^2+(y+td_y)^2=R^2$. With $a=d_x^2+d_y^2$ and $b=xd_x+yd_y$ this reads $at^2+2bt+x^2+y^2-R^2=0$. The forward root is
\begin{equation}
 t=\frac{-b+\sqrt{b^2+a(R^2-x^2-y^2)}}{a}.
\end{equation}
The axial coordinate of the impact on the cylinder, imagined as extended beyond both ends, is $z+td_z$. Since $z$ changes monotonically along a flight, a value above $L$ means transmission, a value below $0$ means return to the source, and any other value is a real impact. Entry points are uniform over the opening, with distance $R\sqrt{u}$ from the axis.

\subsection{Reduction to one coordinate}

Rotational symmetry makes the azimuth of an impact irrelevant to the later axial motion, so $z$ alone need be stored. The depth of the first impact exceeds $s$ with probability $F(s)$. We therefore set $F(s)=u$, which means $\rho-s/2=R\sqrt u$. Because $(\rho-s/2)(\rho+s/2)=\rho^2-s^2/4=R^2$, it follows that $\rho+s/2=R/\sqrt u$. Subtraction gives
\begin{equation}
 s=R\left(\frac1{\sqrt u}-\sqrt u\right)=R\,\frac{1-u}{\sqrt u}.
 \label{first}
\end{equation}

For a flight that starts on the wall, place the point at $(R,0)$ in the cross-section. Let $c_n$, $c_t$, $c_z$ be the direction cosines along the inward normal, the circumference and the axis. The next impact satisfies
\begin{equation}
 (R-tc_n)^2+(tc_t)^2=R^2
 \;\Rightarrow\;
 t\,(c_n^2+c_t^2)=2Rc_n ,
\end{equation}
after the root $t=0$ is divided out. Since $c_n^2+c_t^2=1-c_z^2$, the axial step $\Delta z=tc_z$ is
\begin{equation}
 \Delta z=\frac{2R\,c_nc_z}{1-c_z^2},\quad
 c_n=\sqrt{1-u},\quad c_z=\sqrt u\,\cos 2\pi v .
 \label{step}
\end{equation}

The algorithm for one history is:
\begin{enumerate}
\item Draw $z$ from \eqref{first}. If $z>L$, count a transmission and stop.
\item Draw $\Delta z$ from \eqref{step} and replace $z$ by $z+\Delta z$.
\item If $z>L$, count a transmission and stop; if $z<0$, stop without counting; otherwise return to item 2.
\end{enumerate}
The estimate $\widehat W$ is the number of counts divided by the number $N$ of histories.

\subsection{One history by hand}

Take $u=0.25$ for the entrance. Then $z=0.75/0.5=1.5$ in units of $R$, a real impact. Next take $u=0.5$, $v=1/3$. The cosines are $c_n=0.7071$ and $c_z=0.7071\times(-0.5)=-0.3536$, so
\begin{equation}
 \Delta z=\frac{2(0.7071)(-0.3536)}{1-0.1250}=-0.5714,
\end{equation}
and the particle moves back to $z=0.9286$. Finally take $u=0.64$, $v=0$, so that $c_n=0.6$, $c_z=0.8$ and $\Delta z=0.96/0.36=2.6667$. The end point $3.5952$ exceeds $2$: the particle has left through the far end, after two impacts, and is counted.

\section{A deterministic reference}

\subsection{Flight probabilities from reciprocity}

Let $E(s)$ be the probability that a flight from the wall advances by more than $s$ in one chosen axial direction. Such a flight crosses the disc at distance $s$. The exchange rate between two surface elements is symmetric, so the rate from a wall ring of width $ds$ to the disc equals the rate from the disc to the ring:
\begin{equation}
 \Phi\,2\pi R\,ds\,E(s)=\Phi\,\pi R^2\,[-F'(s)]\,ds
 \;\Rightarrow\; E=-\frac R2F' .
 \label{recip}
\end{equation}
From $d\rho/ds=s/(4\rho)$,
\begin{equation}
 F'=\frac{2}{R^2}\Bigl(\rho-\frac s2\Bigr)\Bigl(\frac{s}{4\rho}-\frac12\Bigr)
 =-\frac{(\rho-s/2)^2}{R^2\rho}.
\end{equation}
Let $q=2\rho=\sqrt{s^2+4R^2}$. Expanding the square, $(\rho-s/2)^2=R^2+s^2/2-\rho s$, gives
\begin{equation}
 E(s)=\frac{R^2+s^2/2-\rho s}{2R\rho}
 =\frac{s^2+2R^2}{2Rq}-\frac{s}{2R}.
 \label{E}
\end{equation}
At $s=0$ this is $1/2$, as it must be for a flight equally likely to go either way. At $s=2R$ it is $0.060660$.

The density of the step length in the chosen direction is $K=-E'$. Since
\begin{equation}
 \frac{d}{ds}\frac{s^2+2R^2}{q}
 =\frac{2s}{q}-\frac{s(s^2+2R^2)}{q^3}
 =\frac{s(s^2+6R^2)}{q^3},
\end{equation}
we obtain, for $s\ge0$,
\begin{equation}
 K(s)=\frac1{2R}\left[1-\frac{s(s^2+6R^2)}{(s^2+4R^2)^{3/2}}\right].
 \label{K}
\end{equation}
The formulas for $F$, $E$ and $K$ were tested against numerical surface integrals of the cosine law, and the sampling rules \eqref{first} and \eqref{step} against the same integrals.

The tail $E$ also shows that histories end. Because $E$ decreases with distance, a flight from any point of the wall leaves the tube with probability $E(z)+E(L-z)\ge2E(L)=0.12132$. The chance of surviving $k$ flights is at most $(1-0.12132)^k$, which tends to zero.

\subsection{The integral equation}

Let $w(z)$ be the probability that a particle emitted from the wall at $z$ finally leaves at the far end. It either does so in its next flight or lands at some $z'$ and starts afresh:
\begin{equation}
 w(z)=E(L-z)+\int_0^LK(|z-z'|)\,w(z')\,dz' .
 \label{integral}
\end{equation}
The first impact of an entering particle has density $-F'(z)=(2/R)E(z)$, so
\begin{equation}
 W=F(L)+\frac2R\int_0^LE(z)\,w(z)\,dz .
 \label{W}
\end{equation}

The kernel has a cusp: near $s=0$, $K\approx1/(2R)-3|s|/(8R^2)$. Gauss quadrature of a function with a kink converges slowly. The kink is weakened by subtracting $w(z)$ under the integral. From $K=-E'$ and $E(0)=1/2$,
\begin{equation}
 \int_0^LK(|z-z'|)\,dz'=1-E(z)-E(L-z),
 \label{norm}
\end{equation}
and \eqref{integral} becomes
\begin{equation}
\begin{aligned}
 [E(z)+E(L-z)]\,w(z)&-\int_0^LK(|z-z'|)\,[w(z')-w(z)]\,dz'\\
 &=E(L-z).
\end{aligned}
\end{equation}
For smooth $w$ the bracket vanishes linearly at $z'=z$, so the integrand has a jump in its second derivative instead of its first. Evaluation at the quadrature points gives a linear system. With 100 and with 200 points the result is $W=0.5142305$, the same in all printed digits. Thus $W$ rounds to $0.514$ but is not equal to it.

Direct passage supplies $0.1716$ of this total, and the wall supplies the remaining $0.3427$. Two thirds of the transmitted particles have therefore touched the wall at least once. A particle emitted at the entrance edge still has the chance $w(0)=0.24238$ of getting through, although half of such emissions go straight back to the source. Starting $400\,000$ histories there gave $0.24261\pm0.00068$. Here and below, $\pm$ denotes one standard error.

\section{Short and long tubes}

Every emitted particle leaves by one end or the other, and the two ends are equivalent by reflection, so $w(z)+w(L-z)=1$ and $\int_0^Lw\,dz=L/2$. For $L\ll R$, $\rho=R+O(s^2/R)$ gives $F(L)=1-L/R+O(L^2/R^2)$, and $E\approx1/2$ throughout the tube. Equation \eqref{W} then yields
\begin{equation}
 W=1-\frac LR+\frac1R\,\frac L2+O\!\left(\frac{L^2}{R^2}\right)
 =1-\frac{L}{2R}+O\!\left(\frac{L^2}{R^2}\right).
\end{equation}
To leading order half of the particles that touch a very short wall are sent back. At $L=2R$ this expression would give zero, which shows how far the tube is from that regime.

For $L\gg R$ consider the steady flux $n(z)$ leaving the wall per unit area. Far from the ends it satisfies $n(z)=\int K(|z-z'|)n(z')dz'$, and a linear function does so because $K$ is even and normalized. To leading order in $R/L$ we take $n=\Phi(1-z/L)$, neglecting corrections at the ends. The net rate through a cross-section collects wall flights from both sides:
\begin{equation}
 J=2\pi R\int_0^\infty E(s)\,[n(z-s)-n(z+s)]\,ds
 =\frac{4\pi R\Phi}{L}\int_0^\infty sE(s)\,ds .
\end{equation}
By \eqref{recip} and integration by parts, the last integral is $(R/2)\int_0^\infty F\,ds$; the boundary term vanishes because $F\approx R^2/s^2$ at large $s$. The integral of $F$ is the mean of the depth \eqref{first}, $R\int_0^1(u^{-1/2}-u^{1/2})\,du=R(2-2/3)=4R/3$. Hence $\int_0^\infty sE\,ds=2R^2/3$ and
\begin{equation}
 W=\frac{J}{\pi R^2\Phi}\approx\frac{8R}{3L}\qquad(L\gg R).
\end{equation}
At $L=5R$ this gives $0.53$, whereas the integral equation gives $0.310525$. The limit is approached slowly: it still overestimates $W$ by about $22$ per cent at $L=20R$ and $10$ per cent at $L=50R$. Tubes of such lengths need the full calculation.

\section{Error analysis}

\subsection{Statistical error}

Each history scores $1$ with probability $W$ and $0$ otherwise. The variance of one score is $W-W^2$, and for $N$ independent histories the standard error is
\begin{equation}
 \sigma=\sqrt{\frac{W(1-W)}{N}} .
 \label{sigma}
\end{equation}
In practice $\widehat W$ replaces $W$ under the root. For the axial walk with $N=1.6\times10^7$,
\begin{equation}
 \widehat W=0.51408,\qquad
 \sigma=\sqrt{\frac{0.51408\times0.48592}{1.6\times10^7}}=0.00012 .
\end{equation}
The estimate lies $0.00015$ below the reference, or $1.2$ standard errors. The three-dimensional tracer with $2\times10^6$ histories gave $0.51427\pm0.00035$, which differs from the reference by $0.00004$. At $L=5R$ it gave $0.31137\pm0.00073$, again $1.2$ standard errors from the reference.

Equation \eqref{sigma} can be checked without knowing $W$. The axial run consisted of 80 batches, and the scatter of the batch means was $0.856$ times the binomial prediction. A standard deviation estimated from 80 values has itself a relative uncertainty of about $1/\sqrt{2\times79}=0.08$, so the ratio is low by $1.8$ of its own standard errors. This is compatible with independent histories and gives no sign that \eqref{sigma} understates the error.

\subsection{How many histories fix the third decimal}

Requiring $2\sigma=0.0005$ gives
\begin{equation}
 N=\frac{4W(1-W)}{(0.0005)^2}=4.0\times10^6 .
\end{equation}
This would give the right third decimal in about 95 runs out of a hundred if $W$ lay in the middle of the rounding interval from $0.5135$ to $0.5145$. It lies only $0.000269$ below the upper boundary. Setting $2\sigma$ equal to that distance raises the requirement to $1.4\times10^7$ histories. Even then the rounded result is probable, not guaranteed: a normally distributed error exceeds $+2\sigma$ in about two runs out of a hundred. The axial run meets the requirement, and its estimate does round to $0.514$. Another decimal place in $\sigma$ costs a hundred times as many histories.

\subsection{Systematic error and the collision count}

A wrong sampling rule produces an error that does not shrink with $N$. One check needs no knowledge of $W$. Let both ends be exposed to the same equilibrium gas. A uniform wall flux $\Phi$ is then stationary, because the arrivals at $z$ are $\Phi$ times $E(z)+E(L-z)$ from the ends plus $\Phi$ times \eqref{norm} from the wall, which add up to $\Phi$. Impacts occur at the rate $2\pi RL\Phi$ and entries at the rate $2\pi R^2\Phi$. The mean number of impacts per entering particle is
\begin{equation}
 \langle k\rangle=\frac{2\pi RL\,\Phi}{2\pi R^2\,\Phi}=\frac LR .
 \label{hits}
\end{equation}
By symmetry it is the same for particles entering at either end, so it holds for the one-sided problem too. For $L=2R$ the axial walk gave $1.9999\pm0.0005$ and the tracer $2.0013\pm0.0014$. For $L=5R$ the tracer gave $5.0015\pm0.0084$.

The check is necessary but not sufficient. A perfectly smooth mirror wall also preserves the equilibrium gas and therefore satisfies \eqref{hits}. Yet it never reverses the axial velocity, so its transmission probability is $1$.

\subsection{Effect of the wrong emission law}

Suppose directions are drawn uniformly in solid angle, with density $1/(2\pi)$ instead of $\cos\theta/\pi$, both at the entrance and at the wall. The tracer then gives $W=0.43391\pm0.00078$, lower than the correct value by $16$ per cent of the latter. The direct fraction falls from $0.1716$ to $0.0934$. This fall can be traced to the entrance law. A direct path in the tube $L=2R$ has $\tan\theta\le2R/L=1$, hence $\theta\le45^\circ$. The ratio of the wrong density to the right one is $1/(2\cos\theta)$, which lies between $0.50$ and $0.71$ for these angles; the observed ratio of direct fractions is $0.54$. The mean impact count becomes $2.0928\pm0.0029$, so \eqref{hits} also exposes the fault.

\section{Use in deposition and etching}

The value $0.514$ presupposes a mean free path much longer than the tube dimensions, a straight circular bore with $L=2R$, entry from an equilibrium gas, an inert wall that re-emits diffusely, and an open far end from which nothing returns. If a hole is closed at the bottom, particles can come back from there, and $W$ is only the probability that an entering particle reaches the bottom at least once. In atomic layer deposition or etching a precursor may react on impact. Let it be lost with a fixed probability $\beta$ at each impact, the survivors being re-emitted diffusely. If $p_k$ is the probability that a particle in the inert tube is transmitted after $k$ impacts, then
\begin{equation}
 W_\beta=\sum_{k=0}^\infty p_k(1-\beta)^k,\qquad F(L)\le W_\beta\le W .
\end{equation}
The upper limit is the inert wall, and the lower one is the absorbing wall of the first section. For $L=2R$ a reactive gas is thus transmitted with a probability between $0.172$ and $0.514$. The fraction of entering particles lost on the wall is $1-\langle(1-\beta)^k\rangle$, with $k$ the impact count in the inert tube. Since $1-(1-\beta)^k\le\beta k$, it never exceeds $\beta\langle k\rangle=\beta L/R$. The expansion $\beta\langle k\rangle-\beta^2\langle k(k-1)\rangle/2+\dots$ shows that this bound is the leading term only when $\beta\langle k^2\rangle\ll\langle k\rangle$. For $L=2R$ and small $\beta$ the loss is close to $2\beta$. In a long tube the few particles that wander deep inside make of order $(L/R)^2$ impacts, and the condition becomes $\beta(L/R)^2\ll1$, which is much stricter than $\beta L/R\ll1$: for $L=100R$ and $\beta=0.001$ the loss is about $0.061$, not $0.1$. If $\beta$ changes as the surface becomes covered, these formulas apply to a moment at which $\beta$ is uniform along the tube; otherwise the local value must be used at each impact of the simulation. The numerical output lists the values for all runs.

\section*{Computed values}
\begin{verbatim}
Tube length L: 2.0 R
One history with chosen random numbers
  first u: 0.25; first impact z: 1.5000 R
  second u, v: 0.50, 0.3333
  backward step: -0.5714 R; new z: 0.9286 R
  third u, v: 0.64, 0.00
  forward step: 2.6667 R; end z: 3.5952 R
Deterministic values, L = 2 R (probabilities, no unit)
  direct passage F(L): 0.171573
  wall escape tail E(L): 0.060660
  W, 100 quadrature points: 0.5142305
  W, 200 quadrature points: 0.5142305
  W rounded to three decimals: 0.514
  w at entrance edge, integral equation: 0.24238
  w at entrance edge, Monte Carlo: 0.24261
    standard error: 0.00068; histories: 400000
Axial walk, L = 2 R; histories: 16000000
  W: 0.51408; standard error: 0.00012
  direct fraction: 0.17151
  mean wall impacts: 1.9999; standard error: 0.0005
3D tracer, L = 2 R; histories: 2000000
  W: 0.51427; standard error: 0.00035
  direct fraction: 0.17141
  mean wall impacts: 2.0013; standard error: 0.0014
3D tracer, L = 5 R; histories: 400000
  W: 0.31137; standard error: 0.00073
  direct fraction: 0.03756
  mean wall impacts: 5.0015; standard error: 0.0084
Wrong law (uniform solid angle), L = 2 R; histories: 400000
  W: 0.43391; standard error: 0.00078
  direct fraction: 0.09339
  mean wall impacts: 2.0928; standard error: 0.0029
Integral-equation W for L = 5 R: 0.310525
Batch scatter / binomial error (ratio): 0.856
Distance of W to nearest rounding boundary: 0.000269
Histories for 2 sigma = 0.0005: 3.997e+06
Histories for 2 sigma = that distance: 1.376e+07
\end{verbatim}
